# Linear-triangle density of states at a band edge and a saddle: a program that tests the result

```python
"""
Linear-triangle integration of a two-dimensional density of states (DOS).
Result under test: linear interpolation of E(k) in triangles reproduces
  the band-edge step   gs*md/(2 pi hbar^2),  md = sqrt(mx*my), and
  the saddle logarithm c*ln(L/|E-Es|),  c = gs*md/(2 pi^2 hbar^2),
with a mean upward energy shift D(E) = (Delta^2/12)(2tx+2ty-E), Delta = 2pi/n.
Test band: E = 2tx(1-cos kx a) + 2ty(1-cos ky b), tx > ty, energies in eV.
gs = 2 (spin); n = mesh divisions per direction; Es = 4ty (saddle energy);
L = 64 tx ty/(tx-ty).  "Fraction" means fraction of the Brillouin zone.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ellipkm1

hbar, q, m0 = const.hbar, const.e, const.m_e
mass_x, mass_y = 0.15, 1.2            # rough edge masses, units of m0
a, b = 0.44e-9, 0.33e-9               # rough cell lengths, m
tx = hbar**2 / (2 * mass_x * m0 * a**2) / q
ty = hbar**2 / (2 * mass_y * m0 * b**2) / q
Es = 4 * ty
log_scale = 64 * tx * ty / (tx - ty)
unit = 2 / (a * b) * 1e-4 / 1e14      # fraction/eV -> 1e14 /(eV cm^2)
md = np.sqrt(mass_x * mass_y) * m0
step = md / (np.pi * hbar**2) * q * 1e-4 / 1e14
log_weight = md / (np.pi**2 * hbar**2) * q * 1e-4 / 1e14


def make_triangles(corner):
    """Two triangles per mesh cell; corner energies sorted."""
    p00, p10 = corner[:-1, :-1].ravel(), corner[1:, :-1].ravel()
    p11, p01 = corner[1:, 1:].ravel(), corner[:-1, 1:].ravel()
    return np.sort(np.array([np.concatenate([p00, p00]),
                             np.concatenate([p10, p01]),
                             np.concatenate([p11, p11])]), axis=0)


def integrate(tri, energy):
    """Mean filled fraction and mean DOS (1/eV) over all triangles."""
    e1, e2, e3 = tri
    low = (e1 <= energy) & (energy < e2)
    high = (e2 <= energy) & (energy < e3)
    x, y, z = e1[low], e2[low], e3[low]
    d = (y - x) * (z - x)
    count = np.sum(e3 <= energy) + np.sum((energy - x)**2 / d)
    dos = np.sum(2 * (energy - x) / d)
    x, y, z = e1[high], e2[high], e3[high]
    d = (z - x) * (z - y)
    count += np.sum(1 - (z - energy)**2 / d)
    dos += np.sum(2 * (z - energy) / d)
    return count / e1.size, dos / e1.size


def band_triangles(n, second=0.0):
    """Band mesh; 'second' adds a second harmonic at fixed edge mass."""
    k = 2 * np.pi * np.arange(n + 1) / n
    ex = 2 * tx * (1 - np.cos(k))
    ey = (2 * (ty - 4 * second) * (1 - np.cos(k))
          + 2 * second * (1 - np.cos(2 * k)))
    return make_triangles(ex[:, None] + ey[None, :])


def dos_exact(energy):
    """Elliptic-integral DOS, fraction per eV."""
    comp = (energy - 4 * ty) * (energy - 4 * tx) / (16 * tx * ty)
    front = 1 / (2 * np.pi**2 * np.sqrt(tx * ty))
    if comp > 0:
        return front * ellipkm1(comp)
    k2 = 1 - comp
    return front * ellipkm1(-comp / k2) / np.sqrt(k2)


nodes, weights = np.polynomial.legendre.leggauss(100)
theta = np.pi / 4 * (nodes + 1)


def fraction_exact(energy):
    """Filled fraction from the area under the contour, energy < 4tx."""
    end = np.arccos(1 - energy / (2 * tx))
    full = np.arccos(1 - (energy - Es) / (2 * tx)) if energy > Es else 0.0
    x = full + (end - full) * np.sin(theta)**2
    arg = 1 - (energy - 2 * tx * (1 - np.cos(x))) / (2 * ty)
    y = np.arccos(np.clip(arg, -1, 1))
    area = np.sum(weights * y * np.sin(2 * theta)) * np.pi / 4 * (end - full)
    return (np.pi * full + area) / np.pi**2


def mean_shift(energy, n):
    return (2 * np.pi / n)**2 / 12 * (2 * tx + 2 * ty - energy)


# Single triangle: closed formula against direct quadrature of its area
u = (np.arange(200000) + 0.5) / 200000
for e in ([0, 0.3, 1.0], [0, 0, 1.0], [0, 1.0, 1.0]):
    def area_fraction(energy):
        v = (energy - e[0] - u * (e[1] - e[0])) / (e[2] - e[0])
        return 2 * np.mean(np.clip(v, 0, 1 - u))
    for energy in (0.2, 0.7):
        c1, g1 = integrate(np.array(e, float)[:, None], energy)
        slope = (area_fraction(energy + 1e-3)
                 - area_fraction(energy - 1e-3)) / 2e-3
        assert abs(c1 - area_fraction(energy)) < 1e-6
        assert abs(g1 - slope) < 1e-5

# Pure parabola, neighbour energies Ax, Ay: first ramp and mean shift
Ax, Ay = 1.0, 0.7
i = np.arange(-60, 61)
parabola = make_triangles(Ax * i[:, None]**2 + Ay * i[None, :]**2)
cells = 120**2
ramp = integrate(parabola, 0.5)[1] * cells * np.sqrt(Ax * Ay) / np.pi
ramp_formula = 4 / np.pi * 0.5 / np.sqrt(Ax * Ay)
assert abs(ramp - ramp_formula) < 1e-9
shift = np.mean([E - integrate(parabola, E)[0] * cells
                 * np.sqrt(Ax * Ay) / np.pi
                 for E in np.linspace(1500, 2300, 200)])
shift_formula = (Ax + Ay) / 6
assert abs(shift / shift_formula - 1) < 0.05   # residual mesh oscillation

# Elliptic formula against the energy derivative of the contour area
for E in (0.1, 0.6, 1.0, 1.5, 3.0):
    slope = (fraction_exact(E + 1e-3) - fraction_exact(E - 1e-3)) / 2e-3
    assert abs(slope / dos_exact(E) - 1) < 1e-4

# Step and logarithm from SI constants against the full band
assert abs(dos_exact(1e-7) * unit / step - 1) < 1e-5
for d in (-1e-3, 1e-3):
    law = log_weight * np.log(log_scale / abs(d))
    assert abs(dos_exact(Es + d) * unit / law - 1) < 5e-3

# Mean loss of count on the band mesh
tri192 = band_triangles(192)
energies = np.linspace(0.3, 0.9, 60)
loss = sum(fraction_exact(E) - integrate(tri192, E)[0] for E in energies)
loss_formula = sum(dos_exact(E) * mean_shift(E, 192) for E in energies)
loss_ratio = loss / loss_formula
assert abs(loss_ratio - 1) < 0.05              # residual mesh oscillation

# Pointwise convergence of the DOS between edge and saddle
rms = {}
for n in (64, 128, 256):
    tri = band_triangles(n)
    rms[n] = np.sqrt(np.mean([(integrate(tri, E)[1] / dos_exact(E) - 1)**2
                              for E in np.linspace(0.2, 0.9, 141)]))
order = np.log(rms[64] / rms[256]) / np.log(4)
assert 1.2 < order < 2.3

# Growth of the mesh peak at the saddle, also with a changed saddle mass
second = 0.05 * ty
Es2 = 4 * ty - 16 * second
weight_factor = np.sqrt(ty / (ty - 8 * second))
peak, peak2 = {}, {}
for n in (128, 256, 512, 1024):
    tri = band_triangles(n)
    peak[n] = integrate(tri, Es)[1] * unit
    if n == 512:
        edge_mesh = integrate(tri, 0.02)[1] * unit
        saddle_mesh = integrate(tri, Es + 0.02)[1] * unit
    if n in (128, 1024):
        peak2[n] = integrate(band_triangles(n, second), Es2)[1] * unit
growth = (peak[1024] - peak[128]) / np.log(64)
growth2 = (peak2[1024] - peak2[128]) / np.log(64)
assert abs(growth / log_weight - 1) < 0.03
assert abs(growth2 / (log_weight * weight_factor) - 1) < 0.03
edge_exact = dos_exact(0.02) * unit
saddle_exact = dos_exact(Es + 0.02) * unit
assert abs(edge_mesh / edge_exact - 1) < 0.02
assert abs(saddle_mesh / saddle_exact - 1) < 0.02

# Fermi level at fixed sheet density, zero temperature
density = 1e13                                 # cm^-2
target = density * 1e4 * a * b / 2
EF = brentq(lambda E: fraction_exact(E) - target, 1e-4, 0.5)
EF_error = {}
for n in (48, 96, 192, 384):
    tri = band_triangles(n)
    EF_error[n] = brentq(lambda E: integrate(tri, E)[0] - target,
                         1e-4, 0.5) - EF
assert abs(EF_error[384] / mean_shift(EF, 384) - 1) < 0.2

# Temperature: smoothed saddle peak and chemical potential
kT = const.k * 300 / q


def smoothed(x):
    kernel = 1 / (4 * kT * np.cosh(x / (2 * kT))**2)
    return (dos_exact(Es + x) + dos_exact(Es - x)) * kernel


thermal_peak = quad(smoothed, 0, 20 * kT, limit=200)[0] * unit
thermal_law = log_weight * (np.log(log_scale / kT)
                            + np.euler_gamma - np.log(np.pi / 2))
assert abs(thermal_peak / thermal_law - 1) < 0.02
mu = kT * np.log(np.expm1(density / (step * 1e14 * kT)))

# Filling to the saddle through an oxide
n_saddle = fraction_exact(Es) * 2 / (a * b) * 1e-4
permittivity, breakdown = 3.9, 10.0            # rough oxide values
field = q * n_saddle * 1e4 / (permittivity * const.epsilon_0) / 1e8
n_break = permittivity * const.epsilon_0 * breakdown * 1e8 / q * 1e-4

D = "1e14 /(eV cm^2)"
print(f"edge masses mx, my: {mass_x}, {mass_y} m0; md = {md/m0:.4f} m0")
print(f"cell lengths a, b: {a*1e9:.2f}, {b*1e9:.2f} nm")
print(f"tx = {tx:.4f} eV, ty = {ty:.4f} eV")
print(f"saddle energy Es = {Es:.4f} eV, log scale L = {log_scale:.3f} eV")
print(f"step height = {step:.4f} {D}")
print(f"log weight c = {log_weight:.4f} {D}")
print(f"parabola Ax={Ax}, Ay={Ay}, E=0.5: mesh/step = {ramp:.5f}, "
      f"formula {ramp_formula:.5f}")
print(f"parabola mean shift: mesh {shift:.4f}, formula {shift_formula:.4f}")
print(f"n=192 count loss, mesh/formula (0.3-0.9 eV) = {loss_ratio:.4f}")
for n in rms:
    print(f"n={n}: rms relative DOS error (0.2-0.9 eV) = {rms[n]:.2e}")
print(f"measured order of DOS error, n=64 to 256: {order:.2f}")
print(f"E=20 meV, n=512: mesh {edge_mesh:.4f}, exact band "
      f"{edge_exact:.4f} {D}")
print(f"Es+20 meV, n=512: mesh {saddle_mesh:.4f}, exact band "
      f"{saddle_exact:.4f} {D}")
print(f"Es+20 meV: log law {log_weight*np.log(log_scale/0.02):.4f} {D}")
for n in peak:
    cutoff = log_scale * np.exp(-peak[n] / log_weight) * 1e3
    print(f"n={n}: DOS at Es = {peak[n]:.4f} {D}, "
          f"effective cutoff = {cutoff:.4f} meV")
print(f"peak growth / (2 ln n) = {growth:.4f} {D}")
print(f"second harmonic = {second*1e3:.2f} meV: saddle at {Es2:.4f} eV, "
      f"moved {Es2-Es:.4f} eV")
print(f"  its log weight: mesh {growth2:.4f}, saddle-mass formula "
      f"{log_weight*weight_factor:.4f} {D}")
print(f"sheet density = {density:.1e} cm^-2, exact EF = {EF*1e3:.3f} meV")
for n in EF_error:
    ramp_end = np.pi / 4 * (2*np.pi/n)**2 * np.sqrt(tx * ty) * 1e3
    print(f"n={n}: EF error = {EF_error[n]*1e3:.4f} meV, mean shift D = "
          f"{mean_shift(EF, n)*1e3:.4f} meV, ramp scale = {ramp_end:.4f} meV")
print(f"DOS at EF above parabolic step: "
      f"{(dos_exact(EF)*unit/step-1)*100:.2f} %")
print(f"kT at 300 K = {kT*1e3:.2f} meV; parabolic EF = "
      f"{density/(step*1e14)*1e3:.2f} meV, mu(300 K) = {mu*1e3:.2f} meV")
print(f"300 K smoothed DOS at Es: integral {thermal_peak:.4f}, "
      f"log formula {thermal_law:.4f} {D}")
print(f"density filling band to Es = {n_saddle:.3e} cm^-2")
print(f"oxide permittivity {permittivity}: field needed = {field:.1f} MV/cm")
print(f"rough breakdown field {breakdown:.0f} MV/cm allows "
      f"{n_break:.2e} cm^-2")
print("checks complete")
```

Printed output:

```
edge masses mx, my: 0.15, 1.2 m0; md = 0.4243 m0
cell lengths a, b: 0.44, 0.33 nm
tx = 1.3120 eV, ty = 0.2916 eV
saddle energy Es = 1.1662 eV, log scale L = 23.990 eV
step height = 1.7723 1e14 /(eV cm^2)
log weight c = 0.5641 1e14 /(eV cm^2)
parabola Ax=1.0, Ay=0.7, E=0.5: mesh/step = 0.76091, formula 0.76091
parabola mean shift: mesh 0.2834, formula 0.2833
n=192 count loss, mesh/formula (0.3-0.9 eV) = 0.9997
n=64: rms relative DOS error (0.2-0.9 eV) = 4.65e-03
n=128: rms relative DOS error (0.2-0.9 eV) = 1.57e-03
n=256: rms relative DOS error (0.2-0.9 eV) = 5.88e-04
measured order of DOS error, n=64 to 256: 1.49
E=20 meV, n=512: mesh 1.7807, exact band 1.7817 1e14 /(eV cm^2)
Es+20 meV, n=512: mesh 3.9858, exact band 3.9928 1e14 /(eV cm^2)
Es+20 meV: log law 3.9995 1e14 /(eV cm^2)
n=128: DOS at Es = 6.4574 1e14 /(eV cm^2), effective cutoff = 0.2564 meV
n=256: DOS at Es = 7.2367 1e14 /(eV cm^2), effective cutoff = 0.0644 meV
n=512: DOS at Es = 8.0179 1e14 /(eV cm^2), effective cutoff = 0.0161 meV
n=1024: DOS at Es = 8.7997 1e14 /(eV cm^2), effective cutoff = 0.0040 meV
peak growth / (2 ln n) = 0.5632 1e14 /(eV cm^2)
second harmonic = 14.58 meV: saddle at 0.9330 eV, moved -0.2332 eV
  its log weight: mesh 0.7280, saddle-mass formula 0.7283 1e14 /(eV cm^2)
sheet density = 1.0e+13 cm^-2, exact EF = 56.007 meV
n=48: EF error = 4.9326 meV, mean shift D = 4.4994 meV, ramp scale = 8.3231 meV
n=96: EF error = 1.0482 meV, mean shift D = 1.1248 meV, ramp scale = 2.0808 meV
n=192: EF error = 0.2793 meV, mean shift D = 0.2812 meV, ramp scale = 0.5202 meV
n=384: EF error = 0.0726 meV, mean shift D = 0.0703 meV, ramp scale = 0.1300 meV
DOS at EF above parabolic step: 1.50 %
kT at 300 K = 25.85 meV; parabolic EF = 56.42 meV, mu(300 K) = 53.33 meV
300 K smoothed DOS at Es: integral 3.9261, log formula 3.9256 1e14 /(eV cm^2)
density filling band to Es = 2.702e+14 cm^-2
oxide permittivity 3.9: field needed = 125.4 MV/cm
rough breakdown field 10 MV/cm allows 2.16e+13 cm^-2
checks complete
```
